# Two-Orbital Density Matrix: Symmetry Blocks, Density Ranks and Mutual Information, part 1

(Sections cited here and not found follow in the second part.)

## Symmetry blocks and the operator derivation

### What symmetry fixes

A state with a definite electron number $N$ and spin projection $S_z$ changes only by an overall phase under the transformation $\exp(i\theta\hat N+i\varphi\hat S_z)$, for any angles $\theta$ and $\varphi$. Spin projections are in units of $\hbar$. An overall phase cannot change a density matrix, and this requirement decides which elements of a two-orbital density matrix can be nonzero.

Choose two orthonormal spatial orbitals $i$ and $j$, each used for both spins. They supply four modes, numbered

$$1=i\uparrow,\qquad 2=i\downarrow,\qquad 3=j\uparrow,\qquad 4=j\downarrow .$$

Each mode is empty or occupied, so the pair has $2^4=16$ occupation states. A state is labelled by the set $A$ of its occupied modes. All other orbitals form the environment, whose occupied set is $E$. If $M_{AE}$ is the amplitude for finding the pair in $A$ and the environment in $E$, the two-orbital density matrix is

$$\rho_{AB}=\sum_E M_{AE}M_{BE}^{*}.\tag{1}$$

The transformation multiplies $M_{AE}$ by $\exp[i\theta(N_A+N_E)+i\varphi(S_A+S_E)]$, where $N_A$ and $S_A$ are the electron number and spin projection of $A$. In equation (1) the environment phases cancel, because both amplitudes have the same $E$. What remains is

$$\rho_{AB}\longrightarrow e^{i\theta(N_A-N_B)+i\varphi(S_A-S_B)}\rho_{AB}.$$

The matrix must be unchanged for every pair of angles, hence

$$\rho_{AB}=0\quad\text{unless}\quad N_A=N_B\ \text{and}\ S_A=S_B.\tag{2}$$

The pair itself need not have a definite electron number. It exchanges electrons with its environment, and several numbers can occur with nonzero probability. What vanishes is the coherence between different numbers: the environment records the difference, since it must hold the remaining electrons.

To count the blocks, let the pair contain $k$ up electrons and $l$ down electrons. There are two modes of each spin, so the block has size $\binom2k\binom2l$, with $N_A=k+l$ and $S_A=(k-l)/2$:

- $N_A=0$: one block of size 1.
- $N_A=1$: $S_A=\pm\tfrac12$, two blocks of size 2.
- $N_A=2$: $S_A=\pm1$, two blocks of size 1, and $S_A=0$, one block of size 4.
- $N_A=3$: $S_A=\pm\tfrac12$, two blocks of size 2.
- $N_A=4$: one block of size 1.

The sizes add to 16. The number of allowed elements is the sum of their squares,

$$\sum_{k,l}\binom2k^2\binom2l^2=(1+4+1)^2=36 .$$

Sixteen are diagonal. The other twenty form ten pairs related by $\rho_{BA}=\rho_{AB}^*$.

The conditions matter. A coherent superposition of states with different $N$ can have elements between number blocks. If $N$ is fixed but different $S_z$ values are superposed, as spin-orbit coupling permits, the number blocks survive and the spin blocks can mix. An incoherent ensemble of states, each with definite $N$ and $S_z$, keeps all the blocks, because its density matrix is a weighted sum of matrices that obey (2).

### Ordering and signs

Symmetry says where elements may stand, but not how to obtain them from particle densities. For that the signs of the amplitudes must be fixed.

Let $a_p^\dagger$ create an electron in mode $p$. For a set $A=\{p_1<p_2<\dots<p_n\}$ define

$$c_A^\dagger=a_{p_1}^\dagger a_{p_2}^\dagger\cdots a_{p_n}^\dagger,
\qquad c_A=(c_A^\dagger)^\dagger=a_{p_n}\cdots a_{p_2}a_{p_1},$$

with $c_\varnothing=1$. The environment uses the same rule with its own fixed order. The full state is

$$|\Psi\rangle=\sum_{A,E}M_{AE}\,c_A^\dagger c_E^\dagger|\mathrm{vac}\rangle .\tag{3}$$

The pair operators stand before the environment operators. If a calculation supplies amplitudes in another global order, the creators must first be rearranged. Each exchange of two occupied modes gives a factor $-1$, and empty modes give none. These factors depend on $A$ and $E$ together, so they cannot in general be dropped from (1).

### A transition operator for each element

We seek an operator whose expectation value is $\rho_{AB}$. It should remove the pair configuration $A$, check that nothing else is left in the pair, and insert $B$. The check is made by the projector onto an empty pair,

$$P_0=\prod_{p=1}^4(1-n_p),\qquad n_p=a_p^\dagger a_p,$$

and the operator is

$$X_{BA}=c_B^\dagger P_0c_A .\tag{4}$$

Apply it to one component $c_{A'}^\dagger c_E^\dagger|\mathrm{vac}\rangle$ of (3). There are three cases.

1. If $A$ contains a mode that is empty in $A'$, its annihilator anticommutes through all creators to the vacuum and gives zero.
2. If $A$ is a proper subset of $A'$, at least one pair mode remains occupied after $c_A$ has acted, and $P_0$ gives zero.
3. If $A'=A$, the central product in $c_Ac_A^\dagger$ is $a_{p_1}a_{p_1}^\dagger=1-n_{p_1}$. It acts on a state in which $p_1$ is empty and gives 1. The next product is then $a_{p_2}a_{p_2}^\dagger$, and so on. The result is $c_E^\dagger|\mathrm{vac}\rangle$ with no sign.

Consequently

$$X_{BA}|\Psi\rangle=\sum_EM_{AE}\,c_B^\dagger c_E^\dagger|\mathrm{vac}\rangle .$$

Its overlap with $|\Psi\rangle$ selects the amplitudes $M_{BE}^*$, so

$$\langle\Psi|X_{BA}|\Psi\rangle=\sum_EM_{BE}^*M_{AE}=\rho_{AB}.\tag{5}$$

The order of the labels is worth noting: the operator that changes $A$ into $B$ gives the element $\rho_{AB}$.

### Expanding the empty-pair projector

The number operators commute, so multiplying out the four factors gives one term for every subset $C$ of the pair modes:

$$P_0=\sum_C(-1)^{|C|}\prod_{p\in C}n_p .$$

Each product can be put in normal order, with creators to the left. For two modes,

$$a_p^\dagger a_q^\dagger a_qa_p=a_p^\dagger n_qa_p=a_p^\dagger a_pn_q=n_pn_q,$$

because $n_q$ contains two operators of another mode and therefore commutes with $a_p$. Adding one outer mode at a time gives, by the same argument,

$$\prod_{p\in C}n_p=c_C^\dagger c_C .$$

Insert this into (4). If $C$ shares a mode $p$ with $B$, move $n_p$ next to $c_B^\dagger$. The product then contains $a_p^\dagger$ twice and vanishes. If $C$ shares a mode with $A$, move $n_p$ next to $c_A$. The product then contains $a_p$ twice and also vanishes. Only subsets of

$$F=\{1,2,3,4\}\setminus(A\cup B)$$

survive. The result is

$$\boxed{\rho_{AB}=\sum_{C\subseteq F}(-1)^{|C|}
\langle\Psi|c_B^\dagger c_C^\dagger c_Cc_A|\Psi\rangle .}\tag{6}$$

An expectation value with $r$ creators and $r$ annihilators is here called a density of rank $r$, or an $r$-particle density. No factor $1/r!$ is included.

### Which ranks occur

Let $n=|A|=|B|$, and let $d=|B\setminus A|$ be the number of electrons whose modes differ between the two configurations. A term in (6) has rank $n+|C|$. The lowest rank is $n$, from $C=\varnothing$. The highest comes from $C=F$. Since $|A\cup B|=n+d$,

$$r_{\max}=n+|F|=n+4-(n+d)=4-d .\tag{7}$$

For a diagonal element $d=0$. Equation (6) becomes

$$\rho_{AA}=\sum_{C\subseteq F}(-1)^{|C|}\Big\langle\prod_{p\in A\cup C}n_p\Big\rangle .$$

All sixteen diagonal elements contain the one four-particle density

$$D_4=\langle n_1n_2n_3n_4\rangle,$$

with sign $(-1)^{4-n}$. For the empty pair,

$$\rho_{\varnothing\varnothing}=1-\sum_p\langle n_p\rangle+\sum_{p<q}\langle n_pn_q\rangle
-\sum_{p<q<r}\langle n_pn_qn_r\rangle+D_4.\tag{8}$$

For the full pair the element is simply $D_4$.

The off-diagonal elements can be listed with their signs. In the one-electron blocks,

$$\rho_{\{1\}\{3\}}=\langle a_3^\dagger a_1(1-n_2)(1-n_4)\rangle ,$$

and the down-spin element follows from $1\leftrightarrow2$, $3\leftrightarrow4$. Multiplying out the brackets gives ranks one, two and three. An up electron moves between the orbitals while both down modes are empty.

In the four-dimensional block the configurations are $\{1,2\}$, $\{1,4\}$, $\{2,3\}$ and $\{3,4\}$. Four elements move one electron:

$$\begin{aligned}
\rho_{\{12\}\{14\}}&=\langle n_1(1-n_3)a_4^\dagger a_2\rangle,\\
\rho_{\{12\}\{23\}}&=-\langle n_2(1-n_4)a_3^\dagger a_1\rangle,\\
\rho_{\{14\}\{34\}}&=\langle n_4(1-n_2)a_3^\dagger a_1\rangle,\\
\rho_{\{23\}\{34\}}&=-\langle n_3(1-n_1)a_4^\dagger a_2\rangle .
\end{aligned}\tag{9}$$

The second line shows the origin of a minus sign. Its leading string is $a_2^\dagger a_3^\dagger a_2a_1$. Exchanging the two central operators gives $-a_2^\dagger a_2a_3^\dagger a_1$. The fourth line has $a_3^\dagger a_4^\dagger a_3a_2=-n_3a_4^\dagger a_2$ for the same reason. In the first line $a_1$ passes two operators, and in the third $n_4$ is already together, so no sign results. These elements contain ranks two and three.

The remaining two elements of this block move both electrons:

$$\rho_{\{12\}\{34\}}=\langle a_3^\dagger a_4^\dagger a_2a_1\rangle,\qquad
\rho_{\{14\}\{23\}}=\langle a_2^\dagger a_3^\dagger a_4a_1\rangle .\tag{10}$$

The first transfers an electron pair and the second exchanges opposite spins. Here $A\cup B$ contains all four modes, so $F$ is empty and rank two suffices.

In the three-electron blocks a single electron moves while two spectator electrons keep their modes, for example

$$\rho_{\{123\}\{134\}}=\langle a_1^\dagger a_3^\dagger a_4^\dagger a_3a_2a_1\rangle
=-\langle n_1n_3a_4^\dagger a_2\rangle .\tag{11}$$

The inner string $a_3^\dagger a_4^\dagger a_3a_2$ has four operators of modes other than 1, so it commutes with $a_1$ and the outer pair gives $n_1$. The inner string equals $-n_3a_4^\dagger a_2$, as in the fourth line of (9). Only rank three occurs. In total, eight off-diagonal pairs reach rank three: two with one electron, four with two, and two with three. Two pairs stop at rank two.

Thus the matrix as a whole needs densities up to rank four, but not every element does, and the complete four-particle density matrix is not required. For each orbital pair one number, $D_4$, is needed at rank four, and the required three-particle densities have all their indices on that pair.

### Why the highest rank cannot be removed by algebra

A different arrangement of the operators might seem able to lower the rank. Count the normal-ordered strings $c_P^\dagger c_Q$ with $|P|=|Q|=r$ on four modes:

$$\sum_{r=0}^4\binom4r^2=1+16+36+16+1=70 .$$

The transition operators $X_{BA}$ with $|A|=|B|$ are also 70 in number. They are independent, since each has a single nonzero matrix element between configurations of the four modes, and its place is different for each choice of $A$ and $B$. The operator expansion behind (6) did not use spin conservation, so it expresses all 70 transition operators through the 70 strings. The strings therefore span a 70-dimensional space and must themselves be independent. The expansion is unique, and its highest-rank string has coefficient $\pm1$. No identity valid for all states of the four modes can replace it by strings of lower rank.

A restriction on the state can still fix a high-rank density. With three electrons in total $D_4=0$, and with two electrons all densities above rank two are zero. If the environment has fewer modes than there are electrons, the pair is never empty. The left side of (8) is then zero, and the equation gives $D_4$ from the lower ranks. These are properties of the state, not changes in formula (6).

## Inversion of densities, comparison and mutual information

### Symbols and results carried over

The modes $1,2,3,4$ are $i\uparrow,i\downarrow,j\uparrow,j\downarrow$. Pair configurations are $A,B$, environment configurations are $E$, and $M_{AE}$ is the amplitude multiplying $c_A^\dagger c_E^\dagger|\mathrm{vac}\rangle$, where $c_A^\dagger$ is an ordered product of creators. The density matrix is $\rho_{AB}=\sum_EM_{AE}M_{BE}^*$. Fixed $N$ and $S_z$ leave 36 allowed elements. With $F$ the modes outside $A\cup B$, the first derivation gave formula (6), whose highest rank is $4-d$, where $d=|B\setminus A|$.

### Second derivation: from "at least" to "precisely"

The second route starts from the densities and asks what they say about $\rho$. A density such as $\langle n_1\rangle$ counts every configuration that contains mode 1, whatever else is occupied. A density matrix element specifies all four modes. The task is to undo this overcounting.

Fix $A$ and $B$, and for $C\subseteq F$ define

$$G(C)=\langle\Psi|c_B^\dagger c_C^\dagger c_Cc_A|\Psi\rangle
=\langle c_Cc_B\Psi|c_Cc_A\Psi\rangle .$$

The operator $c_A$ acts on configurations $A\cup K$ with $K$ disjoint from $A$. Let $s(A,K)=\pm1$ be the sign in

$$c_{A\cup K}^\dagger=s(A,K)\,c_A^\dagger c_K^\dagger .$$

Removing $A$ then gives

$$c_A|\Psi\rangle=\sum_{K\cap A=\varnothing}\sum_E
s(A,K)M_{A\cup K,E}\,c_K^\dagger c_E^\dagger|\mathrm{vac}\rangle .$$

The same expression holds for $B$, with a set $K'$ disjoint from $B$. Next, $c_C$ removes $C$ from both vectors. It gives zero unless $C$ lies in $K$ and in $K'$. The remaining configurations are orthogonal unless $K\setminus C=K'\setminus C$, which means $K=K'$. The sign produced by removing $C$ from $K$ is the same in both vectors, so its square, 1, enters the overlap. Since $K$ is disjoint from both $A$ and $B$, it lies in $F$. Therefore

$$G(C)=\sum_{C\subseteq K\subseteq F}R(K),\qquad
R(K)=s(A,K)s(B,K)\,\rho_{A\cup K,B\cup K}.\tag{12}$$

This is the "at least" relation: $G(C)$ requires the spectators in $C$ and sums over all further spectators.

Now form the alternating sum and exchange the order of summation:

$$\sum_{C\subseteq F}(-1)^{|C|}G(C)
=\sum_{K\subseteq F}R(K)\sum_{C\subseteq K}(-1)^{|C|}.$$

A set of $|K|$ modes has $\binom{|K|}{m}$ subsets of size $m$. The inner sum is $(1-1)^{|K|}$, which is 1 for $K=\varnothing$ and 0 otherwise. Only $R(\varnothing)=\rho_{AB}$ survives, because $s(A,\varnothing)=s(B,\varnothing)=1$. This is formula (6) again, and the largest set $C=F$ gives the same highest rank, $4-d$.

Two derivations, one through operators and one through inversion of densities, have given the same formula (6) for the two-orbital density matrix, with densities up to rank four. It remains to compare their assumptions, to show by example what the four-particle density alone can distinguish, and to use the matrix to compute mutual information, including for a stretched H4 chain.
